# Converting the PAW zero potential into the local ionic potential, part 2

A Blöchl ($B$) dataset of the projector augmented-wave (PAW) method is converted to the Kresse ($K$) convention. Hartree atomic units are used, electrons counted positive, with $v_H[f](\mathbf r)=\int\frac{f(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'$, $(f|h)=\int h\,v_H[f]\,d^3r$ and $(f|\cdot)=(f|f)$.

Atom $a$ (index dropped for one atom) has sphere $\Omega_a$, atomic number $Z$, core $n_c$, pseudo core $\tilde n_c$, $n_{Zc}=n_c-Z\delta(\mathbf r)$, ionic charge $Z_v$, partial waves $\phi_i,\tilde\phi_i$ and projectors $\tilde p_i$. Orbitals with occupations $f$ give the smooth valence density $\tilde n$ and occupation matrix $\rho_{ij}$; $n^1=\sum\rho_{ij}\phi_i\phi_j$, $\tilde n^1=\sum\rho_{ij}\tilde\phi_i\tilde\phi_j$, $\hat n=\sum\rho_{ij}\hat Q_{ij}$. Inside $\Omega$, $\delta=\tilde n-\tilde n^1$. $\hat Q_{ij}$, zero outside $\Omega$, carries the multipoles of $\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$; its monopole part is $q_{ij}g$, $\int g=1$.

The energies $E^B=T+\mathcal E^B+X_0$ and $E^{K,s}=T+\mathcal E^K+X_s$ share the kinetic part $T$, with one-centre differences $\Delta T_{ij}$; $\mathcal E^B_a,\mathcal E^K_a$ are one-centre terms:

$$\mathcal E^B=\tfrac12(\tilde n+\tilde n^{\rm tot}_c+\hat n^B|\cdot)+\sum_a\int\bar v_a(\tilde n+\tilde n_c^{\rm tot})+\sum_a\mathcal E^{B}_a,\tag{1}$$

$$\mathcal E^K=\tfrac12(\tilde n+\hat n|\cdot)+\sum_a\int v^K_a(\tilde n+\hat n)+\sum_{a<b}\frac{Z_{v,a}Z_{v,b}}{R_{ab}}+\sum_a\mathcal E^K_a,\tag{3}$$

$$X_s=E_{xc}[\tilde n+s\hat n+\tilde n_c^{\rm tot}]+\sum_a\big\{E_{xc}[n^1+n_c]-E_{xc}[\tilde n^1+s\hat n_a+\tilde n_c]\big\}.\tag{5}$$

With $\tilde\rho=\tilde n_c+q_cg$ and $\hat n^B=\hat n+\sum_aq_{c,a}g_a$, the zero potential $\bar v$ (confined to $\Omega$) gives the local ionic potential $v^K$:

$$q_c=\int(n_c-\tilde n_c)-Z.\tag{6}$$

$$v^K=v_H[\tilde n_{Zc}]=\bar v+v_H[\tilde n_c+q_cg],\qquad\tilde n_{Zc}=\tilde n_c+q_cg-\frac{\nabla^2\bar v}{4\pi}.\tag{7}$$

Theorem 1 then gives, with $E_{\rm core}=\tfrac12(n_c|n_c)-Z\int n_c/r$,

$$\mathcal E^B-\mathcal E^K=\sum_aE_{{\rm core},a}+\sum_{a<b}\Big[(\tilde\rho_a|\tilde\rho_b)-\frac{Z_{v,a}Z_{v,b}}{R_{ab}}\Big]-\sum_{a\ne b}\int\bar v_a\hat n_b+\sum_{a\ne b}\int\bar v_a\tilde n_{c,b}.\tag{8}$$

For disjoint spheres the $\bar v\hat n$ term vanishes; core tails leave a geometry-dependent remainder (Remark 3).

For $u=v_H[\tilde\rho]+Z_v/r$, transforms $f(G)=\int fe^{-i\mathbf G\cdot\mathbf r}d^3r$, and $g=\frac{\pi}{2r_c^3}\big[\frac{\sin\pi x}{\pi x}\big]^2$, $x=r/r_c<1$, ${\rm Cin}(y)=\int_0^y(1-\cos t)\,dt/t$:

$$u(r)=4\pi\int_r^\infty s^2\tilde\rho(s)\Big(\frac1s-\frac1r\Big)ds.\tag{9}$$

$$v^K(G)=\bar v(G)+\frac{4\pi}{G^2}\big[\tilde n_c(G)+q_cg(G)\big],\tag{10}$$

$$\alpha\equiv\int\Big(v^K+\frac{Z_v}r\Big)d^3r=\int\bar v-\frac{2\pi}3\int r^2\tilde\rho\,d^3r.\tag{11}$$

$$v_H[g](r)=\frac1r\Big[x-\frac{\sin2\pi x}{2\pi}\Big]+\frac{{\rm Cin}(2\pi)-{\rm Cin}(2\pi x)}{r_c},\tag{12}$$

Lemma 1: a density confined to $\Omega$ without multipole moments has $v_H=0$ outside. Theorem 2: for an isolated atom, adding $w$ confined to $\Omega$ to $v^K$ changes the energy by $\int_\Omega w\,\delta$. A wrong shape $g'$ gives $w=q_c(v_H[g']-v_H[g])$.

**Proposition 1.** Let the reference atom be a non-degenerate minimum of $E^{K}$ with $\delta=0$. Under $v^K\to v^K+\lambda w$, with $w$ confined to $\Omega$, its minimum energy does not rise and changes at order $\lambda^2$. Its eigenvalues change in general at order $\lambda$.

*Proof.* Let $x$ be coordinates on the normalized orbitals, with $x=0$ at the reference. Then $E_\lambda(x)=E_0+\tfrac12x^TAx+\lambda W(x)+O(x^3)$, with $A$ positive definite and $W=\int w\delta$. Since $W(0)=0$, $W=b^Tx+O(x^2)$. Stationarity gives $x=-\lambda A^{-1}b+O(\lambda^2)$, and $E_\lambda-E_0=\tfrac12\lambda^2b^TA^{-1}b-\lambda^2b^TA^{-1}b=-\tfrac12\lambda^2b^TA^{-1}b$ to leading order. At other occupations $f$, stationarity gives the first-order shift $\lambda\int w\,\delta(f)$. By Janak's theorem $\varepsilon=\partial E/\partial f$, so the eigenvalue shifts by $\lambda\int w\,\partial\delta/\partial f$, which need not vanish where $\delta$ does. $\square$

For a small error $\lambda w$ the total energy of the reference atom, which changes at second order, is therefore an insensitive check of a conversion compared with configurations where $\delta\ne0$, which change in general at first order. For a large error this ordering can fail. In the example below, the wrong shape at $\lambda=1$ shifts the energy of N by $-4.8\times10^{-4}$ Ha and the removal energy by $0.5058629-0.5049205=9.4\times10^{-4}$ Ha, so the energy of N⁺ shifts by $+4.6\times10^{-4}$ Ha.

### The Hamiltonian

The energy depends on the orbitals through the smooth kinetic term, $\tilde n$ and $\rho_{ij}$. The chain rule gives

$$\tilde H=-\tfrac12\nabla^2+\tilde v+\sum_{ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j|,\qquad\tilde v=\frac{\delta E}{\delta\tilde n},\quad D_{ij}=\frac{\partial E}{\partial\rho_{ij}},$$

with overlap $S=1+\sum|\tilde p_i\rangle q_{ij}\langle\tilde p_j|$ common to both conventions.

**Corollary 4.** For disjoint spheres and $s=0$, $\tilde v^B=\tilde v^K$ and $D^B_{ij}=D^K_{ij}$. The grid part $\hat D_{ij}$ and the frozen atomic part $D^0_{ij}$, defined below, obey

$$\hat D^K_{ij}=\hat D^B_{ij}+q_{ij}\int\bar vg,\qquad D^{0,K}_{ij}=D^{0,B}_{ij}-q_{ij}\int\bar vg.\tag{13}$$

*Proof.* The difference of the energies has zero derivative with respect to $\tilde n$ and $\rho_{ij}$, which gives the first statement. Explicitly, $\tilde v=v_H[\tilde n+\hat n]+\sum_a(v_H[\tilde\rho_a]+\bar v_a)+v_{xc}[\tilde n+\tilde n_c^{\rm tot}]$ in both. Let $\hat D_{ij}$ be the derivative of the smooth terms, in which $\rho_{ij}$ enters through $\partial\hat n/\partial\rho_{ij}=\hat Q_{ij}$:

$$\hat D^B_{ij}=\int\hat Q_{ij}\,v_H\Big[\tilde n+\hat n+\sum_b\tilde\rho_b\Big],\qquad\hat D^K_{ij}=\int\hat Q_{ij}\Big(v_H[\tilde n+\hat n]+\sum_bv^K_b\Big).$$

Their difference is $\int\hat Q^a_{ij}\sum_b\bar v_b=\int\hat Q^a_{ij}\bar v_a$ for disjoint spheres. Let $D^0_{ij}$ be the derivative of the one-centre terms that are linear in $\rho_{ij}$, read from Steps 2 to 4 of the proof of Theorem 1:

$$D^{0,B}_{ij}=\Delta T_{ij}+\int\phi_i\phi_jv_H[n_{Zc}]-\int\tilde\phi_i\tilde\phi_j(\bar v+v_H[\tilde\rho])-\int\hat Q_{ij}v_H[\tilde\rho],$$

$$D^{0,K}_{ij}=\Delta T_{ij}+\int\phi_i\phi_jv_H[n_{Zc}]-\int\tilde\phi_i\tilde\phi_jv^K-\int\hat Q_{ij}v^K.$$

Their difference is $-\int\hat Q_{ij}\bar v$. Because $\bar v$ is spherical, the angular integral keeps the monopole part $q_{ij}g$. $\square$

For $s=0$, a dataset that stores $D^0_{ij}$ must therefore have it converted by (13) along with the potential. For $s=1$ with the potential $v^K+\Delta_0$ of (16) below, $D^0_{ij}$ changes further by $-\int(\tilde\phi_i\tilde\phi_j+\hat Q_{ij})\Delta_0$.

### Unscreening

The functional is from here on the local density approximation (LDA), $E_{xc}[n]=\int e(n)$, with $v_{xc}=e'(n)$ and $f_{xc}=e''(n)$. A dataset is generated from a spherical reference atom with all-electron potential $v_{AE}$ and a screened smooth potential $v_{\rm loc}$ equal to $v_{AE}$ outside $\Omega$. At the reference, with densities $\tilde n_0=\tilde n^1_0$ and $\hat n_0$, the local potential is fixed by requiring $\tilde v=v_{\rm loc}$:

$$\bar v=v_{\rm loc}-v_H[\tilde n_0+\hat n_0+\tilde\rho]-v_{xc}[\tilde n_0+\tilde n_c],\tag{14}$$

$$v^{K,s}=v_{\rm loc}-v_H[\tilde n_0+\hat n_0]-v_{xc}[\tilde n_0+s\hat n_0+\tilde n_c].\tag{15}$$

**Proposition 2.** $\bar v$ of (14) vanishes outside $\Omega$, and

$$v^{K,0}=\bar v+v_H[\tilde\rho],\qquad v^{K,1}=\bar v+v_H[\tilde\rho]+\Delta_0,\tag{16}$$

with $\Delta_0=v_{xc}[\tilde n_0+\tilde n_c]-v_{xc}[\tilde n_0+\hat n_0+\tilde n_c]$, which vanishes outside $\Omega$.

*Proof.* With $n_0$ the all-electron valence density, $v_{AE}=v_H[n_0+n_{Zc}]+v_{xc}[n_0+n_c]$. The density $n_0+n_{Zc}-\tilde n_0-\hat n_0-\tilde\rho$ is confined to $\Omega$ and has no multipoles, so by Lemma 1 the Hartree terms agree outside. The densities in $v_{xc}$ agree there point by point. Subtracting (14) from (15) cancels $v_{\rm loc}$ and $v_H[\tilde n_0+\hat n_0]$ by linearity, and leaves $v_H[\tilde\rho]$ and the difference of the $v_{xc}$ terms. That difference is zero for $s=0$ and $\Delta_0$ for $s=1$, and $\hat n_0=0$ outside $\Omega$. $\square$

To first order in $\hat n_0$, $\Delta_0=-f_{xc}\hat n_0$. Where $f_{xc}<0$, as for LDA exchange with $v_x\propto-n^{1/3}$, $\Delta_0$ has the sign of $\hat n_0$.

### Compensation charge inside exchange-correlation

**Theorem 3.** For an isolated atom in the LDA, let $E^{K,1}$ use $v^K+w$, with $v^K$ from (7) and $w$ confined to $\Omega$. At fixed $\rho_{ij}$ the mismatch $M=E^{K,1}+E_{\rm core}-E^B$ is

$$M=\int_\Omega(w-\Delta[\rho])\,\delta+\tfrac12\int_\Omega(\hat f-f)\,\delta^2+O(\delta^3),\tag{17}$$

with $\Delta[\rho]=v_{xc}[\tilde n^1+\tilde n_c]-v_{xc}[\tilde n^1+\hat n+\tilde n_c]$, $f=f_{xc}[\tilde n^1+\tilde n_c]$ and $\hat f=f_{xc}[\tilde n^1+\hat n+\tilde n_c]$. If $\hat f\ne f$ somewhere, no $w$ makes $M$ independent of $\tilde n$.

*Proof.* Theorems 1 and 2 give $M=\int w\delta+X_1-X_0$. The term $E_{xc}[n^1+n_c]$ is common, and outside $\Omega$ the integrands of $X_1$ and $X_0$ coincide because $\hat n=0$. Inside, with $m=\tilde n^1+\tilde n_c$ and $\tilde n+\tilde n_c=m+\delta$,

$$X_1-X_0=\int_\Omega\big\{[e(m+\hat n+\delta)-e(m+\hat n)]-[e(m+\delta)-e(m)]\big\}.$$

Taylor expansion of each square bracket in $\delta$ gives $[e'(m+\hat n)-e'(m)]\delta+\tfrac12[e''(m+\hat n)-e''(m)]\delta^2$, and the first coefficient is $-\Delta[\rho]$. The potential $w$ enters the linear term alone. If $\hat f-f$ has one sign on a ball, a $\delta$ supported there gives a non-zero quadratic term for every $w$. $\square$

**Remark 7.** For complete partial waves $\delta=0$ and $M=0$ for every $w$. The choice $w=\Delta_0$ of (16) removes the linear term at the reference occupations, and the choice $w=0$ leaves $-\int\Delta_0\delta$ there. At other occupations the corrected potential leaves $\int(\Delta_0-\Delta[\rho])\delta$ and the uncorrected one leaves $-\int\Delta[\rho]\delta$. Equation (17) does not order these two.

### Worked example: nitrogen

The atom is treated non-relativistically, spherically averaged and without spin polarization, in the LDA with Slater exchange and Vosko–Wilk–Nusair correlation. The reference is $1s^22s^22p^3$, with $Z=7$, a $1s$ core and $Z_v=5$. The all-electron energy is $-54.025016$ Ha, with $\varepsilon_{2s}=-0.676151$ Ha and $\varepsilon_{2p}=-0.266297$ Ha. All values come from numerical solution of the radial equations.

The sphere radius is $r_c=1.0$ bohr. Inside $0.6$ bohr, $\ln\tilde n_c=a+br^2+cr^4$ is matched to $\ln n_c$ with two derivatives. Inside $r_c$, $v_{\rm loc}$ is a polynomial of the same form matched to $v_{AE}$ with two derivatives. The shape is that of (12), $g\propto k=[\sin\pi x/\pi x]^2$. There is one partial wave per $l$. The smooth wave is the lowest solution of $(-\tfrac12\nabla^2+v_{\rm loc}-\varepsilon_l)\tilde\phi_l=C_lk\tilde\phi_l$, with $C_l$ adjusted to give the all-electron eigenvalue, and $\tilde p_l=k\tilde\phi_l/\langle\tilde\phi_l|k|\tilde\phi_l\rangle$. At the reference $\tilde n=\tilde n^1$, so the compensation terms in $D_l$ cancel, and $D_l-\varepsilon_lq_l=\langle\phi|{-\tfrac12\nabla^2}+v_{AE}-\varepsilon|\phi\rangle-\langle\tilde\phi|{-\tfrac12\nabla^2}+v_{\rm loc}-\varepsilon|\tilde\phi\rangle=-C_l\langle\tilde\phi|k|\tilde\phi\rangle$. Then $(\tilde H-\varepsilon S)\tilde\phi=C_lk\tilde\phi-C_lk\tilde\phi=0$, and the reference eigenvalues are reproduced.

*Charges.* The pseudo core holds $0.883144$ e, so $q_c=(2-0.883144)-7=-5.883144$ e. With $q_s=-0.024068$ e and $q_p=0.023264$ e, $\int\hat n_0=2q_s+3q_p=-0.048136+0.069792\approx0.02166$ e. The core charge beyond $r_c$ is $7.6\times10^{-4}$ e. The pseudo-core charge depends on the numerical derivatives used in the matching at $0.6$ bohr and is reproducible to a few $10^{-5}$ e. With the derivatives taken from the radial equation it is $0.883167$ e. The entries of the table below then move at the origin by about $3\times10^{-5}$ Ha ($\bar v$, $v^K$), $6\times10^{-5}$ Ha ($q_cv_H[g]$) and $1.2\times10^{-4}$ Ha ($v_H[\tilde n_c]$), and $\int\bar v$ and $\int\bar vg$ move by $6\times10^{-6}$. The $q_l$ and $D_l$ keep their printed digits and the removal energies move by at most $10^{-7}$ Ha. Further digits are kept so that the sums can be followed.

*Conversion.* The terms of (7), with $\bar v$ from (14) and $v_H[g]$ from (12), are in Ha:

| $r$ (bohr) | $\bar v$ | $v_H[\tilde n_c]$ | $q_cv_H[g]$ | $v^K$ |
|---|---|---|---|---|
| 0.0 | 2.549532 | 3.681982 | −14.341066 | −8.109552 |
| 0.6 | 0.555346 | 1.463520 | −9.365278 | −7.346412 |
| 0.9 | 0.011695 | 0.981060 | −6.535697 | −5.542942 |
| 1.2 | 0 | 0.735947 | −4.902620 | −4.166673 |

At the origin $2.549532+3.681982-14.341066=-8.109552$ Ha. At $1.2$ bohr, $q_c/r=-4.902620$ Ha, and $v^K$ lies $6\times10^{-6}$ Ha below $-Z_v/r=-4.166667$ Ha, the sign that (9) gives for a positive core tail. The converted potential was tested against direct unscreening by (15), for $s=0$ and $s=1$, to $10^{-9}$ Ha. Both sides share the numerical Poisson solution for $\tilde n_c$, so this tests (12), (6) and the signs. The density $\tilde n_{Zc}=-\nabla^2v^K/4\pi$ integrates to $-5.000000$ e. Equation (10) was tested at three wave vectors and (11) at $G=0$, to $10^{-8}$ in atomic units: $\alpha=1.441445+\tfrac{2\pi}3(1.556521)=1.441445+3.259970=4.70142$ Ha bohr³. In (13), $\int\bar vg=1.043235$ Ha, so $-0.025108$ Ha for $s$ and $0.024270$ Ha for $p$ are moved between the parts of $D_l$; for N⁺ the totals are $D_s=0.472418$ Ha and $D_p=-0.379204$ Ha.

*Self-consistent atoms.* The two functionals were solved separately for N and for N⁺ ($2s^22p^2$). In N $\delta=0$; in N⁺ the partial waves are incomplete, with $\int_\Omega|\delta|=0.034$ e. For N, $E^B=-97.5139013$ Ha; adding the core kinetic energy $43.488885$ Ha gives $-54.025016$ Ha. For N⁺, $E^B-E^{K,0}=-97.0089808+12.8748987=-84.134082$ Ha, which is $E_{\rm core}$. This was tested to $10^{-8}$ Ha, and eigenvalues and $D_l$ to $10^{-7}$ Ha. The $2p$ removal energies $E({\rm N^+})-E({\rm N})$, and their deviations from the frozen-core all-electron value $0.5049375$ Ha ($13.7400$ eV), in which $2s$ is kept orthogonal to the frozen $1s$, are:

- Blöchl, and Kresse with $s=0$: $0.5049205$ Ha ($13.7396$ eV), deviation $-1.7\times10^{-5}$ Ha;
- $s=1$ with $\Delta_0$: $0.5049072$ Ha, deviation $-3.0\times10^{-5}$ Ha;
- $s=1$ without $\Delta_0$: $0.5049233$ Ha, deviation $-1.4\times10^{-5}$ Ha;
- $s=0$ converted with the wrong shape below: $0.5058629$ Ha ($13.7652$ eV), deviation $+9.3\times10^{-4}$ Ha.

Relaxing the core gives $0.5049346$ Ha. If only the core density is frozen and $2s$ is taken as the second $s$ eigenfunction of the ion's potential, $2s$ is no longer exactly orthogonal to the frozen $1s$, and the result is $0.5049406$ Ha. These values omit spin polarization, multiplet structure and relativity and carry the error of the LDA; they compare formulations and are not ionization energies to be set against experiment.

The uncorrected $s=1$ value lies closer to both the Blöchl and the frozen-core value than the corrected one. Remark 7 allows this. The cause is that $\hat n$ is small in the ion, because $q_s\approx-q_p$. The self-consistent occupations are $\rho_s=2.252$ and $\rho_p=2.478$, so $\int\hat n=\rho_sq_s+\rho_pq_p=+0.0034$ e against $0.0217$ e in N, and the largest value of $|\Delta[\rho]|$ is about one sixth of that of $|\Delta_0|$. The linear terms of Remark 7 are $-\int\Delta[\rho]\delta=+2.6\times10^{-6}$ Ha and $\int(\Delta_0-\Delta[\rho])\delta=-1.3\times10^{-5}$ Ha. They account for the shifts of $E({\rm N^+})$ from its $s=0$ value, $+2.7\times10^{-6}$ Ha without $\Delta_0$ and $-1.3\times10^{-5}$ Ha with it. What $\Delta_0$ does secure is the reference atom. With it $\varepsilon_{2p}=-0.2662967$ Ha; without it $\varepsilon_{2p}=-0.2663085$ Ha, a shift of $-1.2\times10^{-5}$ Ha, while the total energy moves by about $-2\times10^{-7}$ Ha. This pattern agrees with Proposition 1 for $w=-\Delta_0$.

*Test of (17).* At reference occupations take $\delta=\eta d$ with $d=k\tilde n_0$. Here $\Delta_0$ is $0.002663$, $0.004443$ and $0.004308$ Ha at $0$, $0.3$ and $0.6$ bohr, positive like $\hat n_0$. Finite differences of $M$ give the slope $-1.178645\times10^{-3}$ Ha without $\Delta_0$, equal to $-\int\Delta_0d$ in the printed digits, and a slope below $10^{-3}$ of this with $\Delta_0$. The curvature with $\Delta_0$ is $1.55451\times10^{-4}$ Ha, equal to $\int(\hat f-f)d^2$. It is not zero, so the last statement of Theorem 3 applies to this dataset.

*Wrong shape.* For $g'\propto(1-x^2)^2$, $v_H[g'](0)\,r_c=\int_0^1x(1-x^2)^2dx\big/\int_0^1x^2(1-x^2)^2dx=\tfrac16\big/\tfrac8{105}=2.1875$. The table gives $v_H[g](0)=14.341066/5.883144=2.43765$ in atomic units. Hence $w(0)=-5.883144\,(2.1875-2.43765)=1.4717$ Ha. With $\lambda w$ added, the energy of N shifts by $-5.0005\times10^{-6}$ Ha at $\lambda=0.1$ and $-1.9912\times10^{-5}$ Ha at $\lambda=0.2$. The ratio is $3.98$, against $4$ for the quadratic law of Proposition 1. At $\lambda=1$ the shift is $-4.8\times10^{-4}$ Ha.

*Two centres.* Two datasets are placed a distance $R$ apart. The valence state is a model, not the self-consistent molecule. The smooth density is the sum of the reference $\tilde n_0$ and an $s$–$p_z$ dipole term of weight $0.2$ on each centre. On each centre $p_z$ points toward the partner, the radial functions are taken positive at $1.6$ bohr, the dipole term is $2\times0.2\,\tilde\phi_s\tilde\phi_{p_z}$, and the $l=1$ compensation has the shape $rk\cos\theta$. The occupations are independent of the smooth density: set 1 has $\rho_s=1.8$, total spherical $\rho_p=3.1$, $\rho_{sp}=0.3$, and set 2 has $1.0$, $1.5$, $0.6$. The smooth Hartree energies in (1) and (3) were integrated in reciprocal space and all potential terms in real space, and (8) was tested to $2\times10^{-7}$ Ha.

At $R=2.1$ bohr the spheres are disjoint. For set 1, $\mathcal E^B=-203.2207438$ Ha, $\mathcal E^K=-34.9525800$ Ha, and $\mathcal E^B-\mathcal E^K-2E_{\rm core}=4.35\times10^{-7}$ Ha. The terms of (8) are $1.57\times10^{-7}$ Ha for the pair term, zero to rounding for $\bar v\hat n$, and $2.79\times10^{-7}$ Ha for $\bar v\tilde n_c$, with sum $4.36\times10^{-7}$ Ha. This remainder is the core-tail effect of Remark 3 and is comparable to the tolerance of the test. Between the two sets the difference does not change within that tolerance.

At $R=1.4$ bohr the spheres overlap. The three terms are $-8.6786\times10^{-3}$, $0.0263\times10^{-3}$ and $0.8908\times10^{-3}$ Ha, and their sum $-7.7615\times10^{-3}$ Ha equals the directly computed remainder. Identity (8) still holds, but the difference of the two functionals is now $3.5\times10^{-4}$ Ha lower for set 1 than for set 2. By (8) that change comes from the $\bar v\hat n$ term, since the other terms do not contain $\rho_{ij}$. Its size and sign depend on the model state. For set 1 the monopole part is $-1.98\times10^{-4}$ Ha and the dipole part $+2.24\times10^{-4}$ Ha. With $p_z$ reversed on both centres the term is $-4.2\times10^{-4}$ Ha, and the difference of the functionals is $1.0\times10^{-4}$ Ha higher for set 1 than for set 2.

## Table of computed values

```
N atom LDA(VWN): Z=7 Zv=5 rc=1.0 bohr rcore=0.6 bohr
AE energy -54.025016 Ha, core kinetic 43.488885 Ha, Ecore -84.134082 Ha
AE eps 2s -0.676151 Ha, 2p -0.266297 Ha
int nct 0.883144 e, core charge beyond rc 7.599e-04 e, qc -5.883144 e
q_s -0.024068 e, q_p 0.023264 e, reference int nhat 0.021657 e
int nt_Zc from Laplacian of vK -5.000000 e
r(bohr) vloc vbar vH[nct] qc*vH[g] vK dxc (Ha)
0.0 -5.579705 2.549532 3.681982 -14.341066 -8.109552 0.002663
0.3 -5.108302 1.903778 2.565079 -12.745454 -8.276597 0.004443
0.6 -3.863407 0.555346 1.463520 -9.365278 -7.346412 0.004308
0.9 -2.352967 0.011695 0.981060 -6.535697 -5.542942 0.000290
1.2 -1.328738 -0.000000 0.735947 -4.902620 -4.166673 0.000000
max|vK converted - unscreened| 5.3e-15 Ha
int vbar 1.441445 Ha bohr^3, int r^2 rhot -1.556521 e bohr^2
alpha 4.701416 Ha bohr^3
int vbar g 1.043235 Ha; times q_s -0.025108, q_p 0.024270 Ha
B: E(N) -97.5139013 E(N+) -97.0089808 Ha, eps2p(N) -0.2662967 Ha
K0: E(N) -13.3798192 E(N+) -12.8748987 Ha, eps2p(N) -0.2662967 Ha
K1c: E(N) -13.3798192 E(N+) -12.8749120 Ha, eps2p(N) -0.2662967 Ha
K1u: E(N) -13.3798194 E(N+) -12.8748960 Ha, eps2p(N) -0.2663085 Ha
N+: E_B-E_K0-Ecore -1.4e-14 Ha
N+: D_s 0.472418 Ha, D_p -0.379204 Ha, int_sphere|nt-nt1| 0.03380 e
2p removal energy B: 0.5049205 Ha = 13.73959 eV
2p removal energy K0: 0.5049205 Ha = 13.73959 eV
2p removal energy K1c: 0.5049072 Ha = 13.73922 eV
2p removal energy K1u: 0.5049233 Ha = 13.73966 eV
2p removal energy K0 wrong shape: 0.5058629 Ha = 13.76523 eV
2p removal energy AE frozen core: 0.5049406 Ha = 13.74013 eV
2p removal energy AE relaxed: 0.5049346 Ha = 13.73997 eV
xc slope no dxc -1.178645e-03 Ha (predicted -1.178645e-03), with dxc -7.1e-12 Ha
xc curvature with dxc 1.55451e-04 Ha (predicted 1.55451e-04)
wrong shape (1-x^2)^2: w(0) 1.47169 Ha
E(N) shift lam=0.1,0.2,1: -5.0005e-06 -1.9912e-05 -4.8069e-04 Ha, ratio 3.982
dimer sets (rho_s,rho_p),rho_sp: (([1.8, 3.1], 0.3), ([1.0, 1.5], 0.6)); smooth dipole weight 0.2
R=2.1 bohr set 1: E_B -203.2207438 E_K -34.9525800 Ha, diff-2Ecore 4.3513e-07 Ha
  ion overlap 1.5664e-07, vbar-nhat 2.4807e-16, vbar-nct 2.7935e-07, sum 4.3598e-07 Ha
  change of E_B-E_K between sets 5.230e-12 Ha
R=1.4 bohr set 1: E_B -202.6109140 E_K -34.3349882 Ha, diff-2Ecore -7.7615e-03 Ha
  ion overlap -8.6786e-03, vbar-nhat 2.6253e-05, vbar-nct 8.9081e-04, sum -7.7615e-03 Ha
  change of E_B-E_K between sets -3.475e-04 Ha
```
